\section*{Minimum rectangle fracture of a hole-free mask polygon by bipartite matching}

\section{What the count decides}

A variable-shaped-beam mask writer exposes a polygon as a set of abutting rectangles, one flash each. Data preparation must choose where to cut. Cutting from every inner corner in one fixed direction is simple, but can produce more flashes than necessary. The minimum tells the implementer whether a better search is worth running, and when to stop searching.

Let $P$ be a simple rectilinear polygon: one closed boundary that never touches itself, no holes, and collinear vertices merged. A reflex vertex has an interior angle of $270^\circ$; there are $N$ of them. A \emph{chord} is a horizontal or vertical segment that joins two reflex vertices and whose open interior lies inside $P$. Two chords are disjoint if they share no point, endpoints included. If $L$ is the largest number of pairwise disjoint chords, the fewest non-overlapping axis-parallel rectangles that tile $P$ number
\begin{equation}
R_{\min}=N-L+1 .
\label{main}
\end{equation}
With $H$ horizontal and $V$ vertical chords, and $M$ the size of a maximum matching between chords that meet,
\begin{equation}
L=H+V-M .
\label{konig}
\end{equation}
The cuts of a competing tiling may lie anywhere, not just on lines through vertices.

\section{Geometry of the chords}

Walk around $P$ with the interior on the left. A convex vertex turns the path by $+90^\circ$, a reflex vertex by $-90^\circ$, and the total is $360^\circ$. Hence there are $N+4$ convex vertices and $2N+4$ vertices in all. A piece without reflex vertices has four corners and is a rectangle.

At a reflex vertex each of the two edges can be extended into the interior, so there is one horizontal and one vertical extension. Follow an extension to its first boundary point. If that point is a vertex $w$, neither edge at $w$ lies along the arriving segment. One edge continues ahead and the other is perpendicular. The interior surrounds the arriving segment and therefore fills $270^\circ$ at $w$. So $w$ is reflex and the segment is a chord. Shooting a ray along each extension finds all chords.

Two different horizontal chords cannot meet. A common endpoint would give them the same extension, and an endpoint of one cannot lie in the open interior of the other, because endpoints are on the boundary. The same holds for vertical chords. Conflicts thus join a horizontal to a vertical chord, either at a crossing or at a common reflex vertex, and the conflict graph is bipartite.

\section{A tiling that reaches the count}

Draw $L$ disjoint chords. Each divides one simple piece into two, giving $L+1$ pieces. At each of its two ends it splits $270^\circ$ into $90^\circ+180^\circ$, which resolves the vertex, so $N-2L$ reflex vertices remain.

From each of these draw a horizontal cut to the first obstacle, which is the boundary or a chosen vertical chord. The cut cannot end on another unresolved vertex: it would then be a chord disjoint from the chosen ones, and $L$ would not be the maximum. It cannot end on a vertex resolved by a horizontal chord either, since that chord would be the same segment and the starting vertex would be resolved already. If it ends on a vertex resolved by a vertical chord, it halves the $180^\circ$ angle there. Each cut therefore resolves one vertex, creates no new reflex angle and adds one piece:
\begin{equation}
R=1+L+(N-2L)=N-L+1 .
\end{equation}
Vertical cuts serve equally well, by the same argument with the directions exchanged.

\section{Why no tiling does better}

Take any tiling of $P$ by $R$ rectangles. Join the rectangle sides inside $P$ into maximal straight segments, $S$ in number. Let $X$ be the number of four-way crossings and $T$ the number of T-junctions, including those where a segment ends on a boundary edge. At a reflex vertex, $270^\circ$ is filled either by one rectangle corner and one straight side, with one segment end, or by three corners, with two segment ends. Let $N_3$ count the second kind.

The $4R$ rectangle corners lie at convex vertices (one each), at reflex vertices (one or three), at T-junctions (two) and at crossings (four):
\begin{align}
4R&=(N+4)+(N-N_3)+3N_3+2T+4X\nonumber\\
&=4+2N+2N_3+2T+4X .
\label{corners}
\end{align}
Each segment has two ends, and every end is at a reflex vertex or is the stem of a T-junction:
\begin{equation}
2S=(N-N_3)+2N_3+T=N+N_3+T .
\end{equation}
Insert $T=2S-N-N_3$ into (\ref{corners}). The terms in $N$ and $N_3$ cancel, leaving $4R=4+4S+4X$, or
\begin{equation}
R=1+S+X .
\label{identity}
\end{equation}

Now let $C$ segments have both ends at reflex vertices; these are chords. There are $N+N_3$ segment ends at reflex vertices. Each segment supplies at most one of them, except that the $C$ chords supply two. Thus $N+N_3\le S+C$, and (\ref{identity}) gives
\begin{equation}
R\ge 1+N+N_3+X-C .
\label{lower}
\end{equation}
If two of the $C$ chords conflict, they meet at a crossing or at a doubly cut reflex vertex. One horizontal and one vertical segment meet at such a point, so different conflicts use different points and there are at most $X+N_3$ conflicts. Delete one chord per conflict. At least $C-X-N_3$ disjoint chords survive, so
\begin{equation}
C-X-N_3\le L .
\end{equation}
With (\ref{lower}) this yields $R\ge N-L+1$, which proves (\ref{main}).

\section{From matching to chosen chords}

A matching is a set of conflict pairs with no chord in common. A disjoint set must omit at least one chord from each pair of a maximum matching, so $L\le H+V-M$.

To reach this bound, start from all unmatched horizontal chords. Go from a horizontal chord to every vertical chord it meets, and from a vertical chord to its matched partner. Keep the horizontal chords that are reached and the vertical chords that are not.

No two kept chords conflict. Suppose a reached $h$ met an unreached $v$. If the pair is unmatched, the search would have gone from $h$ to $v$. If it is matched, $h$ is not a starting chord and could be reached only through $v$. Both cases contradict the assumption.

Each omitted chord is matched: an omitted horizontal chord is not a starting chord, and an unmatched reached vertical chord would end a path that enlarges the matching. No matched pair is omitted entirely, since a reached vertical chord reaches its partner. At most $M$ chords are omitted, and (\ref{konig}) follows.

\section{Pseudocode and cost}

\begin{verbatim}
input: counterclockwise integer vertices, collinear ones merged
for each reflex vertex and each of its two extensions:
    hit = nearest perpendicular boundary edge at positive
          distance, ends included
    if hit is a vertex: store the chord once
link each horizontal chord to the vertical chords it meets
M = maximum matching, by augmenting paths
reached = alternating search from unmatched horizontal chords
chosen = reached horizontal + unreached vertical chords
for each reflex vertex not on a chosen chord:
    cut horizontally to the nearest vertical edge ahead
    or chosen vertical chord
mark chords and cuts as walls on the grid of vertex coordinates
flood-fill the interior cells; each region is one rectangle
\end{verbatim}

Scanning all edges for each ray costs $O(N^2)$, as does comparing all chord pairs, because $H,V\le N/2$. Simple augmenting paths cost $O(HE)$ for $E\le HV$ conflicts, hence $O(N^3)$ at worst. The Hopcroft--Karp method lowers this step to $O(E\sqrt N)$. There are $N+2$ vertical and $N+2$ horizontal edges, so the grid has at most $(N+1)^2$ cells. If walls are marked before the flood fill, extraction costs $O(N^2)$. A recursive path search can become as deep as the number of horizontal chords, so large polygons need an explicit stack.

\section{Limiting cases and simpler rules}

Without chords, $R_{\min}=N+1$. Since $L$ disjoint chords use $2L$ different vertices, $L\le N/2$ and
\begin{equation}
\frac N2+1\le R_{\min}\le N+1 .
\end{equation}
A plus sign has $N=4$ and $H=V=2$. Its four chords bound the central square and conflict at its corners, so $M=2$, $L=2$ and $R_{\min}=3$.

If every reflex vertex is cut horizontally, $2H$ of the $N$ cuts coincide in pairs on the $H$ chords. There are $N-H$ different segments, each adding a piece, and the count is $N-H+1$. Matching improves on this by
\begin{equation}
(N-H+1)-(N-L+1)=L-H=V-M ,
\end{equation}
and on all-vertical cutting by $H-M$. A greedy choice can also lose: one horizontal chord that crosses $k$ otherwise free vertical chords blocks all $k$ of them, at a cost of $k-1$ rectangles.

\section{A stepped pad with two wires}

The following polygon has a stepped pad and two wires with widened ends. Coordinates are in nm at mask scale.
\begin{verbatim}
(-160,0) (400,0) (400,-80) (600,-80) (600,-160)
(800,-160) (800,360) (880,360) (880,500) (1600,500)
(1600,420) (1760,420) (1760,740) (1600,740) (1600,660)
(880,660) (880,800) (600,800) (600,840) (400,840)
(400,880) (240,880) (240,1200) (280,1200) (280,1520)
(360,1520) (360,1680) (0,1680) (0,1520) (40,1520)
(40,1240) (80,1240) (80,880) (-80,880) (-80,360)
(-160,360)
\end{verbatim}
The 36 vertices give $N=(36-4)/2=16$. The horizontal chords lie at $y=360$, $880$ and $1520$, the vertical ones at $x=400$, $600$, $880$ and $1600$. The chord at $y=360$ crosses those at $x=400$ and $600$; there are no other conflicts. Hence $M=1$ and
\begin{equation}
L=3+4-1=6,\qquad R_{\min}=16-6+1=11 .
\end{equation}
The search starts from the two unmatched horizontal chords and goes no further. It keeps them and all four vertical chords, and omits $y=360$. Four reflex vertices remain: $(-80,360)$, $(800,360)$, $(240,1200)$ and $(80,1240)$. Horizontal cuts from them complete the tiling, listed as $x_1,y_1,x_2,y_2$:
\begin{verbatim}
-160    0  400  360      400  -80  600  840
 -80  360  400  880      600 -160  800  360
   0 1520  360 1680      600  360  880  800
  40 1240  280 1520      880  500 1600  660
  80  880  240 1200     1600  420 1760  740
  80 1200  280 1240
\end{verbatim}
Taking all horizontal chords first leaves room for two vertical ones, so $L$ is replaced by 5 and the count is 12. All-horizontal cutting gives $16-3+1=14$, all-vertical cutting $16-4+1=13$.

\section{Writing time and what the count omits}

Take a dose of $20\,\mu\mathrm{C/cm^2}$, a current density of $400\,\mathrm{A/cm^2}$ and a settling time of 100 ns per flash. The exposure is $20\times10^{-6}/400\ \mathrm{s}=50$ ns, whatever the rectangle's area. Copies at a pitch of $2.4\,\mu$m fill a square field of edge 100 mm, so there are $(10^5/2.4)^2=1.736\times10^9$ of them. The flash time for the minimum tiling is
\begin{equation}
11\,(1.736\times10^9)(150\ \mathrm{ns})=0.796\ \mathrm{h}.
\end{equation}
At the same settings, all-horizontal cutting takes 1.013 h and all-vertical cutting 0.940 h. The minimum saves 21\% and 15\% of these times, respectively.

\paragraph{Largest flash.} Suppose no edge may exceed 500 nm, and longer rectangles are divided into the fewest equal parts. The 11 rectangles become 16 flashes, and both one-directional tilings become 21. The advantage over them survives here. Cutting vertically from $(-80,360)$ lowers 16 to 15, the least for any tiling by 11 rectangles. Under a size limit, however, the fewest rectangles need not give the fewest flashes. Replace the first two rectangles in the left column of the list and the first three in the right column by these six:
\begin{verbatim}
-160    0  -80  360      -80    0  400  880
 400  -80  800  360      600 -160  800  -80
 400  360  880  800      400  800  600  840
\end{verbatim}
The tiling now has 12 rectangles, but only one of the six new ones must be divided, and the total is 14 flashes. This choice contains a second 40 nm sliver, but that is avoidable: replacing the last two of the six by $400,360,600,840$ and $600,360,880,800$ keeps 12 rectangles and 14 flashes and leaves only the original sliver.

\paragraph{Backscatter.} Electrons returning from the substrate expose a wide surrounding area. Let $\eta$ be their deposited energy relative to the forward part, and $\rho$ the pattern density averaged over their range. A straight edge receives half the forward dose plus $\eta\rho$. Keeping the edge level equal to that of a fully exposed surrounding requires a relative dose $D$ with
\begin{equation}
D\left(\tfrac12+\eta\rho\right)=\tfrac12+\eta .
\end{equation}
The polygon's area is $1.2128\,\mu\mathrm{m}^2$. If the backscatter range is well above the pitch, $\rho=1.2128/2.4^2=0.211$ away from the border of the array. For $\eta=0.6$, $D=1.756$. The exposure rises to 88 ns and the time for 11 flashes to 0.996 h. For the 16 flashes of the divided minimum tiling, it is $0.996\times16/11=1.45$ h.

\paragraph{Seams and slivers.} Let the forward dose be blurred by a Gaussian of standard deviation $\sigma=20$ nm. A long strip of width $w$ then supplies the fraction
\begin{equation}
\int_{-w/2}^{w/2}\frac{e^{-x^2/2\sigma^2}}{\sigma\sqrt{2\pi}}\,dx
=\operatorname{erf}\!\left(\frac{w}{2\sqrt2\,\sigma}\right)
\end{equation}
of the full forward dose at its centre. A gap of $w=2$ nm between two flashes removes 3.99\% at the seam; an overlap of that width adds as much. The 40 nm high rectangle between the misaligned jogs supplies 68.3\% at its own centre and relies on its neighbours for the rest. Making the four remaining cuts vertical gives the same count but two slivers of width 40 nm instead of one. Their common direction is therefore a free choice that can be used to reduce slivers. If directions are mixed, a later cut must stop at any earlier one it meets. Otherwise a vertical cut from $(240,1200)$ and a horizontal one from $(80,1240)$ would cross and add a rectangle.

\paragraph{Overlaps.} Overlapping rectangles can cover some polygons with fewer pieces: two cover the plus sign. The overlap receives a double dose unless it is corrected. For the present polygon, an integer program over all rectangles on the vertex grid still gives 11. That grid suffices, because any covering rectangle can be enlarged until boundary edges stop it.

\paragraph{The real case.} With fourfold reduction, the 160 nm wires print at 40 nm, roughly the finest half-pitch of single-exposure immersion lithography. The writer settings are rough values, and the dose is low for slow, high-resolution mask resists. Real writers often divide the dose among several passes. Two passes keep the total exposure of 50 ns but double the settling, so the original 0.796 h becomes $0.796\times250/150=1.33$ h. Stage motion adds more. Multi-beam writers expose pixels, and their writing time is not governed by this rectangle count.

\section{Failure modes}

\paragraph{Holes.} A square ring has four reflex vertices, at the corners of the hole. They are joined by boundary edges, not chords, so (\ref{main}) would give $4-0+1=5$. Four rectangles suffice, one along each side. Fewer cannot: points just outside the middles of two different hole sides cannot share a rectangle that avoids the hole. The formula fails because the first cut from the hole to the outer boundary opens the ring without dividing it.

\paragraph{Near alignment.} The count is discontinuous in the coordinates. If the jog at $y=1240$ were moved to $y=1200$, a new chord without conflicts would appear. Then $L=7$, $R_{\min}=10$, and the 40 nm sliver would vanish. Conversely, a rounding error can destroy a chord, and cuts along its former direction can then leave a sliver as narrow as the error. Coordinates should be integers on the design grid, compared without a tolerance. Any snapping belongs before fracture, where its effect on the printed shape can be judged.

\paragraph{Invalid input.} Boundaries that touch at a point break the angle counts and must be separated first. Clockwise order exchanges convex and reflex vertices; the sign of the polygon's area reveals it. Oblique edges need trapezoids or a staircase approximation, and the staircase adds reflex vertices.

Numbers in the example were calculated in double precision.
